Why type-II overlap changes gain and emission but not transparency density

Q: In a type-II well the electrons and holes sit in neighbouring layers. If I move the layers apart, many things change at once. How can I ask about the overlap alone?

A: Choose the band edges so that electrons see one well of the conduction band and holes see one well of the valence band, with the same barriers everywhere else. Sliding the hole well sideways then leaves each confinement problem unchanged. Energies and masses stay fixed, and the overlap of the electron and hole envelopes changes:

O = ∫ φ_h(z) φ_e(z) dz.

Both envelopes are real and normalized.

Take an electron well 4 nm wide and a hole well 3 nm wide, both 0.35 eV deep, in a barrier with a 1.30 eV gap. The electron mass is 0.05 m₀; the hole mass is 0.40 m₀ along z and 0.15 m₀ in the plane. The ground levels lie 0.145 eV and 0.057 eV above their well bottoms, so the lowest transition is

E₀ = 1.30 − 2×0.35 + 0.145 + 0.057 ≈ 0.80 eV,

or about 1547 nm. For concentric wells, a type-I reference, O² = 0.789. For touching wells it is 0.114, and with a 1 nm spacer 0.042.

Q: What sets that fall?

A: The tails. In the barrier the electron envelope varies as exp(−κ_e z), with κ_e = √[2m_e(V−E_e)]/ħ, where V is the well depth and E_e the electron level. Here κ_e = 0.519 nm⁻¹, while the hole tail decays faster, at 1.755 nm⁻¹. For a thick spacer s, the overlap therefore comes mainly from the electron tail reaching the hole well, so O ∝ exp(−κ_e s) and O² ∝ exp(−2κ_e s). That is a factor exp(−1.04) ≈ 0.35 per nanometre. The first nanometre gives 0.042/0.114 ≈ 0.37, already close to the thick-spacer law.

Q: Why should light care about the envelope overlap?

A: Write the states as ψ_e = φ_e u_c and ψ_h = φ_h u_v, times in-plane plane waves. The Bloch functions u_c and u_v vary within a unit cell, the envelopes slowly. The product rule gives

p(φ_e u_c) = φ_e (p u_c) + u_c (p φ_e).

Multiply by φ_h u_v* and average over each cell. The second term vanishes to leading order because u_c and u_v are orthogonal. A plane-wave derivative multiplies the same vanishing average. What remains is

⟨ψ_h|p|ψ_e⟩ ≈ p_cv O,

where p_cv is the Bloch momentum element. In-plane momentum must match, since the photon's is negligible. Transition probabilities contain the square, O².

Q: How does that become a gain in cm⁻¹?

A: Let the light have vector potential of amplitude A₀, polarization ê and angular frequency ω. The interaction is (q/m₀)A·p, with q the elementary charge. A cosine contains two rotating parts of half amplitude, and one of them is resonant. The golden rule gives, for each pair of states with transition energy E,

rate = (2π/ħ)(qA₀/2m₀)² |ê·p_cv|² O² δ(E−ħω).

Let f_c and f_v be the electron occupations of the upper and lower states. Emission needs an electron above and a vacancy below; absorption needs the reverse:

f_c(1−f_v) − f_v(1−f_c) = f_c − f_v.

Next count the pairs. With parabolic subbands, E = E₀ + ħ²k²/2m_r, where 1/m_r = 1/m_e + 1/m_h and m_h is the in-plane hole mass. The number per area up to wavevector k, including spin, is 2πk²/(2π)² = k²/2π = m_r(E−E₀)/(πħ²). Its derivative is D_r = m_r/(πħ²), constant above the edge.

The net emitted power per area is ħω times the net rate per area. The intensity is I = ½ n_r c ε₀ ω² A₀², with n_r the refractive index. Their ratio is the sheet gain. A₀² cancels, and the numerical factors combine as

ħω(2π/ħ)(q²/4m₀²)/(½ n_r c ε₀ ω²) = πq²/(n_r c ε₀ m₀² ω).

For light travelling along the layer in a mode of effective width w, divide by w:

G = [πq²/(n_r c ε₀ m₀² ω w)] |ê·p_cv|² O² D_r (f_c−f_v).

For a pure heavy hole, p_cv = P(1, i, 0)/√2 with P² = m₀E_K/2, so in-plane polarization gives |ê·p_cv|² = P²/2. With Kane energy E_K = 25 eV, n_r = 3.4 and w = 300 nm, the edge gain is

G(E₀) = 263 cm⁻¹ × O² × (f_c−f_v).

Q: Does spontaneous emission need a separate argument?

A: It needs the same matrix element and a count of photon modes. One photon in volume V has intensity I = (c/n_r)ħω/V, so A₀² = 2ħ/(n_r²ε₀ωV). Inserting this above gives the stimulated rate per pair for one photon:

[πq²/(m₀²n_r²ε₀ωV)] |ê·p_cv|² O² δ(E−ħω).

For a quantized field, emission into a mode holding N photons is proportional to N+1, so the spontaneous part equals the stimulated rate for one photon. In a uniform medium without dispersion there are n_r³ω²/(π²c³ħ) modes per volume and photon energy, counting both polarizations. Averaging over directions and polarizations replaces |ê·p_cv|² by P²/3. The product is O²W, with

W = n_r ω q² P²/(3πε₀m₀²ħc³).

Here W = 9.85×10⁸ s⁻¹ at the edge. With f_h = 1−f_v the probability that the lower state holds a hole, the rate per area is

R = O² ∫ D_r W f_c f_h dE.

Q: So both are proportional to O². Do the numbers bear that out at the same carrier density?

A: Hold n = p = 2×10¹² cm⁻² at 300 K, where kT = 25.85 meV. I measure the quasi-Fermi levels F_e and F_h into each band from its ground subband. They are 95.1 and 22.8 meV, so at the edge

f_c = 1/(1+exp(−95.1/25.85)) = 0.975,
f_h = 1/(1+exp(−22.8/25.85)) = 0.707,
f_c − f_v = f_c + f_h − 1 ≈ 0.683.

For touching wells G = 263×0.1141×0.683 ≈ 20.5 cm⁻¹. The concentric wells give 141.7 cm⁻¹ and the 1 nm spacer 7.6 cm⁻¹. From concentric to touching, O² falls to 0.1445 of its value, the gain to 0.1445 and the radiative rate to 0.1451. The small excess in the rate comes from the second hole subband, 156 meV deeper, which is included and has its own overlap. Electrons thermally excited into the barrier, left out here, would add an excess of similar size. The radiative lifetimes n/R are 2.2, 15 and 42 ns.

Q: I usually write the radiative rate as Bn². Is B then proportional to O² as well?

A: At low density, yes. Let ε = E−E₀. The electron takes the share εm_r/m_e of this energy and the hole εm_r/m_h; the shares add to ε. In the Boltzmann limit

f_c f_h ≈ exp[(F_e+F_h−ε)/kT].

The integral gives R = O² D_r W̄ kT exp[(F_e+F_h)/kT], where W̄ is W at E₀+kT, because W is linear in energy and the mean ε is kT. In the same limit n = (m_e kT/πħ²)exp(F_e/kT), and p has the same form with m_h and F_h. Eliminating the exponentials with n = p gives

R = Bn², B = O² W̄ πħ²/[(m_e+m_h)kT].

For touching wells B = 5.4×10⁻⁵ cm²/s. At 2×10¹² cm⁻² this would predict 2.1×10²⁰ cm⁻² s⁻¹, whereas the full integral gives 1.3×10²⁰. Filling is the reason: neither f_c nor f_h can exceed one, and at this density both fall well below their Boltzmann values near the edge. The extreme case shows the trend: with f_c = 1 wherever there are holes, the integral of D_r f_h is simply p, so R would grow linearly instead of quadratically if W were constant. The rise of W with photon energy makes the growth somewhat faster.

Q: If the gain is seven times weaker, I would expect to need more carriers just to reach transparency. Why is that wrong?

A: Transparency is a balance, and the overlap multiplies both sides of it. Weakening the coupling reduces stimulated emission and absorption by the same factor. Which of them wins depends on the occupations.

Let μ_c and μ_v be the absolute quasi-Fermi energies for the conduction and valence states, and E_c and E_v the energies of the two states. The Fermi function falls as its argument rises, so f_c > f_v means

E_c − μ_c < E_v − μ_v.

Since E_c − E_v = ħω, this becomes

ħω < μ_c − μ_v = E₀ + F_e + F_h.

The overlap is absent. At one photon energy the condition is the same for every subband pair, so a sum of pairs with different non-negative weights O² has the same sign. Gain first appears at the lowest allowed edge, ħω = E₀, when F_e + F_h = 0.

Q: That fixes an energy separation. How do you get a density from it?

A: Integrating a constant density of states over a Fermi function gives

n = (m_e kT/πħ²) ln[1+exp(F_e/kT)],

and the same for holes with m_h and F_h. Put u = exp(F_e/kT). At transparency F_h = −F_e, so exp(F_h/kT) = 1/u. Neutrality, with one subband in each band, requires

m_e ln(1+u) = m_h ln(1+1/u).

Here m_h/m_e = 3, so 1+u = (1+1/u)³ = (1+u)³/u³, which reduces to u³ = (1+u)². The solution is u = 2.148. Since m₀/(πħ²) = 4.177×10¹⁴ cm⁻² eV⁻¹,

n_tr = 0.05 × 4.177×10¹⁴ × 0.02585 × ln(3.148) ≈ 6.19×10¹¹ cm⁻².

Locating the zero of the peak gain separately for the three geometries, with the second hole subband included, gives 6.20×10¹¹ cm⁻² each time.

Q: What would move it?

A: The masses and the subband spacings, because they determine how a density is shared among states. Temperature moves it too: with one subband in each band, u does not depend on T and n_tr is proportional to T. Reducing the in-plane hole mass to 0.05 m₀ makes the bands symmetric. Then u = 1, and n_tr drops to 3.75×10¹¹ cm⁻². Keeping the original masses but placing the second hole subband only 20 meV from the first raises it to 7.29×10¹¹ cm⁻², because more holes are needed for the same F_h. A common shift of the transition energy does nothing, since F_e and F_h are measured from the subband edges.

Q: Can I take the overlap all the way to zero?

A: You can approach zero, but the limit is singular. For any nonzero O² the gain changes sign at the same density, with an ever smaller slope. At O² = 0 the ground pair neither absorbs nor amplifies at any density, and the lowest allowed edge belongs to another pair. If the wells are simply moved far apart, the second hole level loses its overlap too, and only pairs involving barrier states remain.

Well before that, the ground pair alone stops giving a useful gain. With fixed envelopes it cannot exceed 263 cm⁻¹ × O², so a modal gain of 5 cm⁻¹ at its edge requires O² > 5/263 ≈ 0.019. This is not a strict limit for the whole structure: a higher pair can add gain at larger photon energy, and charge attraction, discussed below, raises O² with density. As O² falls through the three geometries, the density for 5 cm⁻¹ rises from 6.4 to 8.1 to 12.8×10¹¹ cm⁻². Equal transparency density does not mean equal threshold density.

Q: And the transparency current?

A: Its radiative part is qR at n_tr, so it does fall with O²: 19.1, 2.8 and 1.0 A/cm². That is the benefit of slow emission. The total current includes other losses. With a rough Auger coefficient C = 10⁻²⁸ cm⁶/s and carriers spread over the combined 7 nm of the wells, the Auger part at transparency is about 8 A/cm². If C were the same in every geometry, this would exceed the radiative part in both type-II cases. It grows as n³, so with the same C the 1 nm spacer at its 5 cm⁻¹ density would need (12.8/6.2)³ ≈ 8.8 times as much, near 70 A/cm². These are pessimistic figures: an Auger event also needs an electron and a hole to meet, so C itself should fall as the layers separate. A rough estimate from the local electron and hole densities, with the same C, depends on which process dominates. At transparency, a rate C n²p gives 0.6 A/cm² for touching wells and 0.1 A/cm² with the 1 nm spacer, while a rate C np² gives 3.6 and 1.3 A/cm². The first pair lies below the radiative parts and the second above them; an equal mixture gives 2.1 and 0.7 A/cm². The actual value must be calculated or measured for the structure at hand. A low radiative transparency current alone is therefore no guarantee of a low threshold current.

Q: In my samples the charges attract each other across the interface. Does that spoil the argument?

A: It breaks the condition of fixed energies and fixed overlap. In a mean-field calculation for touching wells with relative permittivity 13, the attraction pulls the envelopes together. At transparency O² rises from 0.114 to 0.131; at 2×10¹² cm⁻² it reaches 0.173, about 1.5 times the flat-band value. The electrostatic shift of the transition is upward, by 18 and 54 meV respectively, because adding a pair to already separated charges costs energy, as in charging a capacitor. These values fill only the ground subbands. Letting electrons spill into barrier states, in a region 40–100 nm wide, lowers the figures at 2×10¹² cm⁻² to 0.170–0.172 and 51–53 meV and leaves those at transparency almost unchanged. Exchange and correlation, left out here, can lower the transition by tens of meV, so these figures are not the net shift to expect in a sample. Yet n_tr stays at 6.20×10¹¹ cm⁻²: a shift of the ground transition drops out, because F_e and F_h are measured from the subband edges, and the changed hole spacing remains large compared with kT.

Q: What about linewidth?

A: Broadening blurs the edge, but it does not make the balance depend on overlap. Give each level a width and fill it according to energy. A photon then connects an electron state at energy E with one at E−ħω, and the net rate contains f_c(E) − f_v(E−ħω). At ħω = μ_c − μ_v this difference is zero for every E, so every pair is transparent there, whatever its overlap. The density that gives this separation can change, because the densities of states are blurred too: by under 1% for Gaussian levels of 5 meV standard deviation, but much more for Lorentzian levels, whose long tails hold carriers. With a flat density of states the Lorentzian rise grows logarithmically with the energy at which the band is cut off: for a 5 meV half width it is about 24% with a 0.3 eV cutoff and 47% with 3 eV, so it has no cutoff-independent value. For the same level widths it does not contain O². Gain can now also appear slightly below E₀, so the comparison must be made at a stated photon energy.

A common shortcut convolves the finished gain spectrum with a line instead. This breaks the balance: absorption from higher transition energies is carried down to a photon energy where those transitions should be transparent. With a Lorentzian of 5 meV half width and zero gain required at ħω = E₀, the shortcut gives 7.28, 7.34 and 7.36×10¹¹ cm⁻² for the three geometries. The spread between geometries is an artefact of the shortcut, and the rise above 6.20×10¹¹ cm⁻² is not a reliable estimate of what level broadening does.

Q: How close is this to a real device?

A: The parameters are round values in the rough regime of III-V type-II lasers near the telecom band, not those of a particular material. A simple pair of touching layers has a small overlap; placing a hole layer between two electron layers is an established way to raise it. Real offsets rarely let one well slide without changing the other carrier's potential, so a change of layer design usually alters energies as well as O². Charge attraction changes gain and emission through the factor of about 1.5 in O² at the working density. For n_tr, a rough two-band estimate of nonparabolicity, applied as a uniform 30% increase in the electron mass, gives 7.2×10¹¹ cm⁻², about 16% higher. Operation at 350 K has nearly the same effect. The effect on the tail depends on the barrier mass. If the band-edge mass is kept at 0.05 m₀ in the barrier, the two-band mass below its edge is smaller, and each extra nanometre of thick spacer multiplies O² by about 0.39 rather than 0.35. If the band-edge mass scales with the gap instead, as for a common Kane energy, the factor is about 0.32.

Light-hole subbands are left out. In an unstrained well with a light-hole mass of 0.06–0.09 m₀ along z and 0.17–0.22 m₀ in the plane, the first would lie roughly 90–120 meV from the lowest hole level. It would raise n_tr by about 0.5–2.5% and, because it has its own overlap, change the ratio of radiative rates between touching and concentric wells from 0.145 to 0.15–0.16. A heavier light hole matters more: with 0.124 m₀ along z, the value the Luttinger relations give for the heavy-hole masses used here, the level lies 64 meV away and n_tr rises by about 6.5%. Mixing of light and heavy holes, also left out, could change both the hole mass and the matrix element. The numerical output below lists the inputs and main results.

Q: Then what should I hold fixed when I compare two samples?

A: Compare gain and radiative rate at equal density and temperature. At equal current the answer changes: if radiative recombination dominates, the sample with smaller O² empties more slowly and holds more carriers. It may then reach transparency at a lower current, although its transparency density is the same.

Table of computed values

```
Temperature 300 K, kT = 25.85 meV
Well widths: electron 4.0 nm, hole 3.0 nm
Band offsets 0.35 eV each, barrier gap 1.30 eV
Masses/m0: electron 0.05, hole z 0.4, hole in-plane 0.15
Reduced in-plane mass/m0 0.0375
Index 3.4, permittivity 13.0, Kane energy 25.0 eV
Optical mode width 300 nm
Electron level 0.1448 eV, hole level 0.0565 eV
Second hole level above first 0.1564 eV
Transition edge 0.8013 eV = 1547 nm
Envelope decay: electron 0.519, hole 1.755 nm^-1
O2 factor per extra nm of thick spacer 0.354
Unit-overlap full-inversion modal gain 263.0 cm^-1
Unit-overlap emission rate per pair 9.851e+08 s^-1
Working density 2.00e+12 cm^-2
  F_e = 95.1 meV, F_h = 22.8 meV
  edge inversion f_c-f_v = 0.6828
concentric: centre distance 0.0 nm, O2 = 0.7894
  at working density: peak modal gain 141.73 cm^-1
  radiative rate 8.947e+20 cm^-2 s^-1, lifetime 2.24 ns
  low-density B = 3.717e-04 cm^2/s
  transparency density 6.1993e+11 cm^-2
  radiative transparency current 19.123 A/cm^2
  density for 5 cm^-1 gain 6.442e+11 cm^-2
touching: centre distance 3.5 nm, O2 = 0.1141
  at working density: peak modal gain 20.48 cm^-1
  radiative rate 1.298e+20 cm^-2 s^-1, lifetime 15.41 ns
  low-density B = 5.370e-05 cm^2/s
  transparency density 6.1993e+11 cm^-2
  radiative transparency current 2.769 A/cm^2
  density for 5 cm^-1 gain 8.065e+11 cm^-2
1 nm spacer: centre distance 4.5 nm, O2 = 0.0422
  at working density: peak modal gain 7.57 cm^-1
  radiative rate 4.802e+19 cm^-2 s^-1, lifetime 41.65 ns
  low-density B = 1.985e-05 cm^2/s
  transparency density 6.1993e+11 cm^-2
  radiative transparency current 1.024 A/cm^2
  density for 5 cm^-1 gain 1.279e+12 cm^-2
Closed transparency solution u = 2.1479, n = 6.1919e+11 cm^-2
Control, hole mass 0.05: n_tr = 3.749e+11 cm^-2
Control, hole spacing 20 meV: n_tr = 7.288e+11 cm^-2
Charge bending, touching wells:
  at transparency: shift 18.2 meV, O2 0.1310
  at working density: shift 53.6 meV, O2 0.1734
  n_tr with bent-well hole spacing 6.1997e+11 cm^-2
Lorentzian half width 5 meV, zero gain at edge photon:
  concentric: 7.2772e+11 cm^-2
  touching: 7.3417e+11 cm^-2
  1 nm spacer: 7.3562e+11 cm^-2
Nonparabolic mass factor 1.305: n_tr = 7.221e+11 cm^-2
At 350 K: n_tr = 7.244e+11 cm^-2
Electrons in 100 nm barrier at working density 3.97e+10 cm^-2
Auger current at transparency 7.79 A/cm^2 (rough C 1e-28 cm^6/s)
Grid 0.1 to 0.05 nm: edge 0.150 meV, touching O2 0.053 %
```
